# Solute trapping at a fast solidification front: the continuous-growth model

## Theorem

A planar front freezes a binary liquid of solvent A and solute B at steady speed $v$. Let $x_L$ and $x_S$ be the atomic fractions of B in the liquid and in the solid at the front, and let $k=x_S/x_L$. Assume that

1. A and B have equal atomic volumes, and both phases are ideal solutions;
2. atoms change places only between the last solid layer and the adjoining liquid layer, with randomly mixed neighbours (mean field);
3. the solid behind the front is immobile;
4. the exchange speed $v_D$ and the partition parameter $\kappa<1$, both defined below, do not depend on $v$.

Then, with $\beta=v/v_D$,

$$k=\frac{\kappa+\beta}{1-(1-\kappa)x_L+\beta}. \tag{1}$$

For $x_L\ll1$, $\kappa$ becomes the equilibrium partition coefficient $k_e$, and

$$k=\frac{k_e+\beta}{1+\beta}. \tag{2}$$

As $v\to0$, $k$ tends to its equilibrium value. As $v\to\infty$, $k\to1$, which is complete trapping. In this model $k=1$ is an asymptote and is not reached at finite speed.

## Lemma 1: equilibrium partition

For each species $i$, let $\Delta\mu_i$ be its chemical potential in the solid minus that in the liquid. For ideal solutions

$$\Delta\mu_A=\Delta\mu_A'+k_BT\ln\frac{1-x_S}{1-x_L},\qquad \Delta\mu_B=\Delta\mu_B'+k_BT\ln\frac{x_S}{x_L},$$

where the primed terms do not depend on composition. Moving a B atom from solid to liquid and an A atom the other way changes the free energy by $\Delta\mu_A-\Delta\mu_B$. Exchange is in equilibrium when this vanishes:

$$\frac{x_S(1-x_L)}{x_L(1-x_S)}=\kappa,\qquad \kappa=\exp\left[-\frac{\Delta\mu_B'-\Delta\mu_A'}{k_BT}\right]. \tag{3}$$

Full two-phase equilibrium requires $\Delta\mu_A=\Delta\mu_B=0$, so it satisfies (3) as well. $\square$

## Lemma 2: exchange flux

Let a B atom in the solid change places with an A neighbour in the liquid at rate $\nu$, and let the reverse swap have rate $\nu'$. By random mixing, the two kinds of pair occur with probabilities $x_S(1-x_L)$ and $x_L(1-x_S)$. Detailed balance demands $\nu x_S(1-x_L)=\nu' x_L(1-x_S)$ at equilibrium, so (3) gives $\nu'=\kappa\nu$.

With layer spacing $\lambda$, define $v_D=\nu\lambda=D_i/\lambda$, where $D_i=\nu\lambda^2$ is the interface diffusivity. The net solute flux from solid to liquid, divided by the number of atoms per volume, is a speed:

$$j=v_D\left[x_S(1-x_L)-\kappa x_L(1-x_S)\right]. \tag{4}$$

$\square$

## Proof of the theorem

The advancing front takes in liquid of composition $x_L$ at rate $v$, and exchange returns $j$ to the liquid. What stays in the solid is $vx_S=vx_L-j$. With (4),

$$v(x_L-x_S)=v_D\left[x_S-x_Sx_L-\kappa x_L+\kappa x_Lx_S\right].$$

Collect the terms without $x_S$ on the left and those with $x_S$ on the right:

$$x_L(v+\kappa v_D)=x_S\left[v+v_D-(1-\kappa)v_Dx_L\right].$$

Division by $v_D$ and by $x_L$ gives (1).

At $v=0$, $k=\kappa/[1-(1-\kappa)x_L]$. Multiplying out recovers $x_S(1-x_L)=\kappa x_L(1-x_S)$, which is (3). Subtracting (1) from one gives

$$1-k=\frac{(1-\kappa)(1-x_L)}{1-(1-\kappa)x_L+\beta},$$

which is positive at every finite $\beta$ and vanishes as $\beta\to\infty$. $\square$

The low-speed limit can be compared with a common tangent drawn numerically to two ideal free-energy curves. For $\kappa=0.1$ and $\Delta\mu_A'=-0.05\,k_BT$, the tangent touches at $x_S=0.00570$ and $x_L=0.05419$. Their ratio, 0.10513, agrees with (1) at $v=0$.

**Remark: what counts as slow.** From (2),

$$k-k_e=\frac{(1-k_e)\beta}{1+\beta},\qquad v=v_D\frac{k-k_e}{1-k}. \tag{5}$$

The relative departure from equilibrium is $(1-k_e)\beta/[k_e(1+\beta)]$. Unless $k_e$ is close to one, this is small only if $\beta\ll k_e$, that is $v\ll k_ev_D$. The condition $v\ll v_D$ is not enough when $k_e$ is small. For $k_e<1/2$, setting $k=2k_e$ in (5) shows that $k$ has doubled at $v=k_ev_D/(1-2k_e)$.

## Proposition 1: trapping as a race against burial

Suppose a layer freezes with composition $x_L$ and then exchanges with liquid held at $x_L$ until the next layer buries it. By (4) its composition $x$ obeys

$$\frac{dx}{dt}=-\nu\left[x(1-x_L)-\kappa x_L(1-x)\right]=-\nu r(x-x_{eq}),$$

with $r=1-x_L+\kappa x_L$ and $x_{eq}=\kappa x_L/r$. Hence $x(t)=x_{eq}+(x_L-x_{eq})e^{-\nu rt}$.

If burial is a random event of rate $v/\lambda$, the exposure times are exponentially distributed with mean $\lambda/v$, and the average of the decaying factor is

$$\int_0^\infty\frac v\lambda e^{-vt/\lambda}e^{-\nu rt}\,dt=\frac{v/\lambda}{v/\lambda+\nu r}=\frac{\beta}{\beta+r}.$$

The mean frozen composition is therefore

$$x_S=x_{eq}+(x_L-x_{eq})\frac{\beta}{\beta+r}=\frac{rx_{eq}+\beta x_L}{\beta+r}=x_L\frac{\kappa+\beta}{r+\beta},$$

which is (1). If every layer is exposed for the same time $\lambda/v$, then $\nu rt=r/\beta$ and

$$k=\frac{\kappa}{r}+\left(1-\frac{\kappa}{r}\right)e^{-r/\beta}\;\longrightarrow\;k_e+(1-k_e)e^{-v_D/v}\quad(x_L\ll1). \tag{6}$$

This is the stepwise-growth law. $\square$

Both laws have the same end points. For a dilute liquid at high speed, both give $1-k\approx(1-k_e)v_D/v$. At low speed (6) approaches $k_e$ exponentially, whereas (2) does so linearly, because random burial leaves some layers exposed for very short times.

An atom-by-atom Monte Carlo calculation of this process used 400,000 sites, $\kappa=0.1$, $x_L=0.3$ and $\beta=0.5$. Random exposure gave $k=0.485$, against 0.488 from (1). Fixed exposure gave 0.335, against 0.337 from (6). The standard error is at most 0.003. The dilute formula (2) would give 0.400, so the composition term in (1) matters here.

## Proposition 2: the liquid ahead of the front

Let $s$ be the distance from the front into a deep liquid, $c$ the solute concentration, $c_S$ that of the solid and $D$ the liquid diffusivity. Take solid and liquid to have the same density. In the frame of the front, liquid then flows towards it at speed $v$. The steady solute flux along $+s$ is uniform and equals the flux carried off by the solid:

$$-D\frac{dc}{ds}-vc=-vc_S.$$

The solution is $c=c_S+Be^{-vs/D}$. Far away $c=c_0$, so $c_S=c_0$. At the front $c=c_S/k$, which fixes $B$:

$$c=c_0\left[1+\left(\frac1k-1\right)e^{-vs/D}\right]. \tag{7}$$

Integration gives an excess $c_0(1/k-1)D/v$ per area. $\square$

In steady state the solid thus has the far-liquid composition for any $k>0$. The coefficient $k$ sets the pile-up at the front and the distance needed to build it. To estimate that distance, let the layer keep its exponential shape while its front concentration $c_L$ grows. Solute conservation per frozen distance $z$ reads $(D/v)\,dc_L/dz=c_0-kc_L$, so the estimated relaxation distance is $D/(kv)$. Because the real profile does not keep this shape, the late approach to steady state is slower than the estimate, markedly so unless $k\ll1$. Starting from $c_L=c_0$,

$$\frac{c_S}{c_0}\approx1-(1-k)e^{-kvz/D}. \tag{8}$$

## Proposition 3: the free energy that pays for trapping

Freezing one atom of mean composition $x_S$ changes the free energy by $\Delta G=(1-x_S)\Delta\mu_A+x_S\Delta\mu_B$. By (3), $\Delta\mu_B'=\Delta\mu_A'-k_BT\ln\kappa$, so

$$\Delta G=\Delta\mu_A'+k_BT\left[(1-x_S)\ln\frac{1-x_S}{1-x_L}+x_S\ln\frac{x_S}{\kappa x_L}\right].$$

For a dilute liquid the first logarithm is $x_L-x_S$ to leading order. With $x_S=kx_L$ the bracket becomes $x_L[1-k+k\ln(k/k_e)]$. Near the solvent melting point $T_m$, with latent heat $L$ per atom, $\Delta\mu_A'\approx-L\Delta T/T_m$ at undercooling $\Delta T$.

Assume no solute drag: all of $-\Delta G$ drives the front, as in the pure solvent. If the pure solvent needs undercooling $\Delta T_k$ at speed $v$, then $\Delta G=-L\Delta T_k/T_m$, and

$$\Delta T=\Delta T_k+|m|x_L,\qquad |m|=\frac{k_BT_m^2}{L}\left[1-k+k\ln\frac{k}{k_e}\right]. \tag{9}$$

At $k=k_e$ this is the equilibrium liquidus slope. $\square$

## Proposition 4: when the front can stay planar

Set the temperature gradient to zero and hold $k$ and $|m|$ fixed. Let $x_0$ be the far-liquid solute fraction and $\Gamma$ the capillary coefficient, that is, the lowering of the melting temperature per unit curvature. Then no steady neutral ripple exists for

$$v>v_a=\frac{|m|x_0(1-k)D}{k^2\Gamma}. \tag{10}$$

**Proof.** Displace the front to $s=\epsilon\cos qx$, with $x$ here the coordinate along the front. By (7) the composition gradient at the flat front is $g=-(v/D)x_0(1-k)/k$, and the second derivative is $-(v/D)g$. Add $be^{-ps}\cos qx$ to the liquid composition. The steady equation $D\nabla^2c+v\,\partial_sc=0$ requires $D(p^2-q^2)=vp$, of which the root that decays into the liquid is

$$p=\frac{v}{2D}+\sqrt{\left(\frac{v}{2D}\right)^2+q^2}.$$

A neutral ripple moves at the unperturbed speed, so the variation of $k$ with $v$ does not enter. The front condition is $D\,\partial_sc=-v(1-k)c$. To first order in $\epsilon$ it gives

$$-vg\epsilon-Dpb=-v(1-k)(g\epsilon+b)\;\Rightarrow\; b=-\frac{kvg\epsilon}{Dp-v(1-k)}.$$

Put $u=Dp/v-1$. The composition change at a crest is then

$$g\epsilon+b=g\epsilon\,\frac{u}{k+u},\qquad q^2=\frac{v^2}{D^2}u(1+u).$$

The crest protrudes into liquid with less solute, which raises its freezing temperature by $|m||g|\epsilon u/(k+u)$. Curvature lowers it by $\Gamma q^2\epsilon$. The net drive is positive if

$$\frac{|m||g|D^2}{\Gamma v^2}>(k+u)(1+u).$$

The right side increases with $u$ from its limit $k$ at $u\to0$. The drive is therefore negative for every $q$ if the left side is below $k$. Inserting $|g|$ turns this condition into (10). $\square$

Oscillatory ripples are not covered by this argument.

## Example: a laser-melted silicon contact

Consider a silicon layer melted to 100 nm by a laser pulse and doped to $10^{20}\ \mathrm{cm^{-3}}$, a dose of $10^{15}\ \mathrm{cm^{-2}}$. Take $k_e=0.02$, $v_D=1$ m/s, $v=4$ m/s, $D=10^{-4}\ \mathrm{cm^2/s}$ and $\lambda=0.25$ nm. Then $\beta=4$ and

$$k=\frac{0.02+4}{1+4}=0.804,$$

about 40 times $k_e$. The coefficient has already doubled at 0.021 m/s and reaches 0.9 at 8.8 m/s if $k_e$ and $v_D$ are held fixed. At 0.1 m/s, a tenth of $v_D$, it is 0.109, more than five times $k_e$.

The liquid at the front holds $10^{20}/0.804=1.24\times10^{20}\ \mathrm{cm^{-3}}$. The boundary layer is $D/v=2.5$ nm thick and carries an excess of $6.1\times10^{12}\ \mathrm{cm^{-2}}$, under one percent of the dose.

To isolate trapping, the diffusion equation was solved for the shrinking melt twice at the same speed, from a uniform liquid with no flux through the surface: once with $k=0.804$, and once with the fictitious choice $k=k_e$. When the last 10 nm remain liquid, 89.4 % of the dose is frozen in the first case and 28.0 % in the second. Without segregation it would be 90 %. At mid-depth the solid holds 1.00 and 0.35 of the initial concentration. For the second case $D/(k_ev)=125$ nm exceeds the melt depth, so steady state is not reached; (8) gives $1-0.98\,e^{-50/125}=0.34$.

For the energy balance take $T_m=1685$ K, $L=0.5$ eV and 15 K of kinetic undercooling per m/s, hence 60 K. Each trapped solute atom climbs by $\Delta\mu_B=0.52$ eV. Averaged over all freezing atoms, the solute costs 0.0011 eV, small beside the 0.018 eV (60 K) that is spent on moving the front. By (9), the solute cost is paid by a further 3.9 K of undercooling. Of this, 1.2 K is the equilibrium liquidus depression at the same $x_L$ (slope 480 K per unit fraction), and the rest comes from $k>k_e$.

With an interface energy of $0.4\ \mathrm{J/m^2}$, $\Gamma=168$ K nm. Equation (10) gives $v_a=0.056$ m/s for $k=0.804$ and about 140 m/s for $k=k_e$. At 4 m/s the trapping front thus meets the planarity condition. The fictitious one would not meet it if it reached the steady state that (10) assumes. The figure of 140 m/s is only a formal bound: it would need about 2100 K of kinetic undercooling, $D/v$ would be 0.07 nm, less than a layer spacing, and $x_L=x_0/k_e=0.1$ is not dilute. Since $k$ was held at its 4 m/s value, 0.056 m/s is not a prediction of where a slowing front would break up. Solving $v=v_a$ with $k(v)$ from (2) and $|m|$ from (9) gives about 0.5 m/s, still at zero temperature gradient.

## Model and real case

These parameters are rough values in the regime of antimony in pulsed-laser-melted silicon; the exchange barrier used below is an assumed value. Liquid silicon is about 10 % denser than the solid, which was ignored; the liquid concentration per volume at the front and the boundary-layer thickness carry an error of that size. Real regrowth breaks the assumption of constant speed, and this can move the result most: between 1 and 10 m/s, $k$ runs from 0.51 to 0.91 at fixed $k_e$ and $v_D$ (to about 0.93 if the 150 K cooling at 10 m/s is treated as below). The other effects, each relative to $k=0.804$ at 4 m/s, are smaller:

- **Cooling of the front.** Lowering the front to 1625 K, with fixed redistribution energy and a 0.5 eV exchange barrier, changes $k_e$ to 0.017 and $v_D$ to 0.88 m/s. This raises $k$ by 2.3 %.
- **Exposure law.** The stepwise law (6) lowers $k$ by 2.6 %.
- **Composition.** The non-dilute term in (1) raises $k$ by 0.05 %.
- **Solid diffusion.** With a solid diffusivity of $10^{-11}\ \mathrm{cm^2/s}$, solute spreads 0.005 nm in the 25 ns of regrowth, far less than a layer spacing.
- **Delayed liquid diffusion.** If the flux $J$ relaxes as $J+\tau\,\partial_tJ=-D\,\partial_zc$, a profile moving at $v$ has $\partial_tJ=-v\,\partial_zJ=-v^2\partial_zc$. The effective diffusivity is then $D(1-v^2\tau/D)$. With $\tau=\lambda^2/D$ the reduction is $(v\lambda/D)^2=(4/40)^2=1\,\%$. How the delay enters the exchange step is a separate assumption. If $v_D$ is taken to fall by the same factor, $k$ rises by 0.2 %, and exchange would stop at $D/\lambda=40$ m/s. If instead the exchange flux of Proposition 1 relaxes with the same $\tau$ from zero, random burial replaces $\beta$ by $\beta(1+v\lambda/D)$; $k$ then rises by 1.8 % and the exchange law has no cutoff speed. In either case 40 m/s would need 600 K of kinetic undercooling and lies outside the regime of this example.

The model counts dopant atoms held in the solid. It does not establish that they are electrically active: clustering, precipitation and deactivation during later heating lie outside it. The numerical output below lists the values used here.

## Table of computed values

```
Common tangent: xS=0.00570, xL=0.05419, ratio=0.10513
Zero-speed k from model at that xL: 0.10513
MC inputs: ke=0.1, xL=0.3, v/vD=0.5, sites=400000
MC k, random exposure: 0.4848; formula 0.4878
MC k, fixed exposure: 0.3354; formula 0.3374
MC standard error of k, upper bound: 0.0026
Dilute formula for the MC case: 0.4000
Input ke=0.02, vD=1.0 m/s, v=4.0 m/s, v/vD=4.00
Input liquid D=1.0e-04 cm2/s, layer spacing=0.25 nm
Input melt depth=100 nm, doping=1.0e+20 cm^-3
Input atom density=5.0e+22 cm^-3; x0=0.0020
Interface diffusivity vD*spacing: 2.50e-06 cm2/s
v=0.001 m/s: k=0.0210, stepwise k=0.0200
v=0.01 m/s: k=0.0297, stepwise k=0.0200
v=0.1 m/s: k=0.1091, stepwise k=0.0200
v=1 m/s: k=0.5100, stepwise k=0.3805
v=4 m/s: k=0.8040, stepwise k=0.7832
v=10 m/s: k=0.9109, stepwise k=0.9067
v=100 m/s: k=0.9903, stepwise k=0.9902
Speed ke*vD: 0.0200 m/s
Speed at which k = 2 ke: 0.0208 m/s
Speed at which k = 0.9: 8.80 m/s
Example k: 0.8040; k/ke: 40.2
Interface liquid: 1.244e+20 cm^-3, xL=0.00249
Boundary layer D/v: 2.50 nm
Transient length D/(k v): 3.11 nm; with ke: 125.0 nm
Boundary-layer excess: 6.09e+12 cm^-2, numerical 6.08e+12 cm^-2
Total dose: 1.00e+15 cm^-2
Mid-depth solid/initial: trapping 0.9999, ke 0.3515
Dose frozen before last 10 nm: trapping 89.4 %, ke 28.0 %
Input Tm=1685 K, latent heat=0.5 eV/atom
Input kinetic undercooling=15.0 K per m/s: 60 K
Solvent free-energy gain: 0.01780 eV/atom
Solute cost per crystallized atom: 0.00114 eV
Uphill step of one trapped solute atom: 0.519 eV
Extra undercooling from solute: 3.85 K
Liquidus slope size: trapping 1549 K, equilibrium 480 K per unit fraction
Input interface energy=0.4 J/m2; Gamma=168.3 K nm
Planar-stability speed: trapping 0.0558 m/s, ke 139.6 m/s
Non-dilute change of k: +0.049 %
Liquid speed D/spacing: 40.0 m/s; (v/speed)^2: 0.0100
Liquid-relaxation change of k: +0.195 %
Input exchange barrier=0.5 eV; front at 1625 K
Cooled front: ke=0.0173, vD=0.881 m/s, k=0.8227
Undercooling change of k: +2.33 %
Stepwise instead of continuous change of k: -2.58 %
Input solid D=1e-11 cm2/s; regrowth 25 ns
Solid diffusion length sqrt(D t): 0.0050 nm
```
